Why one Debye temperature does not serve every property of a solid

**Question**

I have a model crystal: an fcc lattice of atoms of mass M = 60 u, joined to their nearest neighbours by central springs of constant K = 30 N/m. From its heat capacity close to absolute zero I get a Debye temperature of 393 K. I put this value into the Debye model to find the mean-square displacement of an atom at 300 K, along one axis, and get 49.3 pm². Summing over the true vibrations of the same crystal gives 60.2 pm². Everything is harmonic, so the springs do not soften on heating. Isn't the Debye temperature a property of the solid? Which of the two calculations is wrong?

**Answer**

Neither sum is wrong. The faulty step is carrying the 393 K from one property to another. A Debye temperature replaces the whole vibrational spectrum by one number, and different properties weight the spectrum differently.

**What is being matched**

Let g(ω) be the density of vibrational modes of a three-dimensional harmonic crystal, normalized to 1, and let ⟨…⟩ be the average over it. There are three modes per atom. The Debye model replaces g by

g_D(ω) = 3ω²/ω_D³ for 0 < ω < ω_D, and zero above.

Its moments, for n > −3, are

⟨ω^n⟩ = (3/ω_D³) ∫₀^ω_D ω^(n+2) dω = 3ω_D^n/(n+3).

Integration by parts gives its logarithmic average:

⟨ln ω⟩ = [ω³ ln ω/ω_D³]₀^ω_D − ∫₀^ω_D (ω²/ω_D³) dω = ln ω_D − 1/3.

For any other spectrum we can ask which Debye cutoff reproduces a chosen moment. Solving the two relations for the cutoff gives

ω_D(n) = [(n+3)⟨ω^n⟩/3]^(1/n), n ≠ 0,
ω_D(0) = exp(1/3 + ⟨ln ω⟩),
Θ(n) = ħω_D(n)/k.

For a Debye spectrum all the Θ(n) coincide. For another spectrum they need not, so we must find which n each property selects. Write x = ħω/(kT).

**Heat capacity near absolute zero: order −3**

A mode has mean energy ħω[1/2 + 1/(e^x − 1)]. Its temperature derivative is

c = k x² e^x/(e^x − 1)² = k (x/2)²/sinh²(x/2).

At low temperature, modes with x ≫ 1 are frozen out, so what counts is the sound-wave region, where g → Aω². With ω = kTx/ħ, the heat capacity C per atom obeys

C/(3k) = A (kT/ħ)³ ∫₀^∞ x⁴e^x/(e^x − 1)² dx.

Since e^x/(e^x − 1)² is the derivative of −1/(e^x − 1), integration by parts turns the integral into 4∫₀^∞ x³/(e^x − 1) dx. Expanding 1/(e^x − 1) = Σ e^(−mx), m = 1, 2, …, gives 4·6·Σ 1/m⁴ = 24π⁴/90 = 4π⁴/15. The Debye model has A = 3/ω_D³, so the matching cutoff is (3/A)^(1/3), and

C/(3k) = (4π⁴/5)(T/Θ)³.

This cutoff is the limit n → −3 of the family. Put n = −3 + ε. The region below a small frequency δ contributes A∫₀^δ ω^(ε−1) dω = Aδ^ε/ε to ⟨ω^n⟩, while the remainder stays finite. Multiplied by (n+3)/3 = ε/3, the total tends to A/3, so ω_D(−3) = (3/A)^(1/3). The moment ⟨ω^−3⟩ itself diverges; the cutoff does not.

To find A, count sound waves. A branch s with speed c_s has V q² dq dΩ/(2π)³ modes in volume V, with q = ω/c_s. Summing over branches and directions and dividing by the 3N modes of N atoms gives

A = V_a Σ_s⟨c_s^−3⟩_dir/(6π²),
ω_D(−3)³ = 18π²/(V_a Σ_s⟨c_s^−3⟩_dir),

where V_a = V/N and the subscript marks an average over directions. Your 393 K is therefore fixed by the sound speeds and the volume per atom alone.

The low-temperature entropy has the same order: S = ∫₀^T (C/T′) dT′ with C ∝ T³ gives S = C/3.

**Mean-square displacement: order −2 when hot, −1 when cold**

Take one atom per primitive cell and cubic symmetry. In a harmonic mode half the mean energy is potential, so its normal coordinate Q obeys Mω²⟨Q²⟩/2 = E/2, with E = (ħω/2)coth(x/2). Thus ⟨Q²⟩ = ħ coth(x/2)/(2Mω). The mode patterns are orthonormal, so the squared displacements summed over all atoms equal the sum of Q² over the 3N modes. A single standing wave has nodes, but all N atoms are equivalent by translation, so in thermal equilibrium they share this sum equally. The total mean-square displacement of an atom is therefore (1/N) times the sum of ⟨Q²⟩ over the 3N modes. Cubic symmetry gives each axis one third, which is the mode average:

U = (ħ/2M)⟨coth(x/2)/ω⟩.

For small x, coth(x/2) ≈ 2/x + x/6, so at high temperature

U ≈ (kT/M)⟨ω^−2⟩ + ħ²/(12MkT).

The definition at n = −2 gives ⟨ω^−2⟩ = 3/ω_D(−2)², so the leading term is 3ħ²T/[MkΘ(−2)²]. At T = 0, coth(x/2) = 1, and ⟨ω^−1⟩ = 3/[2ω_D(−1)] gives

U(0) = 3ħ²/[4MkΘ(−1)].

With several inequivalent atoms per cell, each mode must be weighted by the chosen atom's share in it, and these moments of g no longer suffice. If all atoms of the cell are equivalent by symmetry and sit on cubic sites, as in the diamond structure, they share the total equally and the formulas above still hold.

**Entropy when hot: order 0**

The free energy of a mode is ħω/2 + kT ln(1 − e^(−x)). Minus its temperature derivative is the entropy:

s/k = x/(e^x − 1) − ln(1 − e^(−x)).

For small x the first term is 1 − x/2 and the second is −ln x + x/2, up to order x². The linear terms cancel. Averaging and inserting ⟨ln ω⟩ = ln ω_D(0) − 1/3 gives

S/(3k) ≈ 1 − ⟨ln x⟩ = 4/3 − ln(Θ(0)/T).

**Heat capacity when hot: order 2**

For small x, sinh(x/2)/(x/2) ≈ 1 + x²/24, so c/k ≈ 1 − x²/12. With ⟨ω²⟩ = 3ω_D(2)²/5,

C/(3k) ≈ 1 − ⟨x²⟩/12 = 1 − Θ(2)²/(20T²).

The limit 3k is the same for every spectrum. The spectrum enters through the deviation from it.

**Your crystal**

Let n_R be the unit vector to neighbour R. To first order a spring stretches by n_R·(u_R − u_0), so a wave of wave vector q has the dynamical matrix

D(q) = (K/M) Σ_R n_R n_Rᵀ [1 − cos(q·R)].

Its eigenvalues are the three ω². Its trace, averaged over the Brillouin zone, is 12K/M, because each cosine averages to zero. Divided by three branches, ⟨ω²⟩ = 4K/M.

The natural temperature unit is ħ√(K/M)/k = 132.54 K. For order −3, use V_a = a³/4, where a is the cubic lattice constant, and the computed sum Σ_s⟨c_s^−3⟩_dir = 27.254/(a√(K/M))³. The lattice constant cancels. The other averages come from the zone sum. In units of √(K/M):

- ω_D(−3) = (72π²/27.254)^(1/3) = 2.965, so Θ(−3) = 393 K
- ω_D(−2) = (3/0.4199)^(1/2) = 2.673, so Θ(−2) = 354 K
- ω_D(−1) = 3/(2 × 0.5784) = 2.593, so Θ(−1) = 344 K
- ω_D(0) = exp(0.3333 + 0.6109) = 2.571, so Θ(0) = 341 K
- ω_D(2) = (5 × 4/3)^(1/2) = 2.582, so Θ(2) = 342 K

The order of these values belongs to this model; nothing above fixes it for other crystals.

Now the displacement at 300 K. Here kT/K = 138.1 pm², so the leading term is 138.1 × 0.4199 = 58.0 pm². The next term is 138.1 × (132.54/300)²/12 = 2.2 pm². Together they give your 60.2 pm². The Debye model with 393 K falls 18% below the lattice value. The leading term alone would predict (354.3/393.0)² − 1 = −19%; the second term does not depend on the spectrum and slightly dilutes the error. With Θ(−2), the Debye model returns 60.2 pm².

Other properties at 300 K suffer differently from the use of 393 K, each error being relative to the lattice value:

- The entropy is 27.6 instead of 30.9 J/(mol K), an error of −11%.
- The heat capacity is 22.9 instead of 23.4 J/(mol K), only −2%, since both are close to 3R.
- The deficit 3R − C, which carries the information on the spectrum, is 2.02 instead of 1.55 J/(mol K), an error of +30%.

The reverse exchange fails too. At 4 K, Θ(−2) gives a heat capacity of 2.80 mJ/(mol K), where the lattice has 2.06, an error of +36%.

**Between the limits**

At any temperature one can choose the Θ that makes the Debye model reproduce one property. For this crystal the fits, in kelvin, are:

T = 10 K: heat capacity 388, entropy 390, displacement 344
T = 30 K: heat capacity 348, entropy 362, displacement 348
T = 80 K: heat capacity 339, entropy 341, displacement 353
T = 300 K: heat capacity 342, entropy 341, displacement 354

So a fitted Θ can vary with temperature although no force constant changes. The heat-capacity value even dips below both of its limits, 393 K and 342 K. The numerical check confirms that the fits approach the limits derived above.

The row at 30 K also carries a warning. Heat capacity and displacement agree there to within 1 K, yet the spectrum is not of Debye form. In a harmonic crystal of equivalent atoms on cubic sites, two different values disprove a Debye spectrum; a few equal values do not prove one.

**What to do in practice**

Treat a quoted Debye temperature as incomplete until you know the property and the temperature range it came from. Use it for that property in that range. To go from one property to another, you need the spectrum, or, near one of the limits above, the moment that governs that limit. For displacements in a crystal with inequivalent atoms or non-cubic sites, this must be the spectrum weighted by the chosen atom's share along the chosen axis. Between the limits the fitted Θ need not equal either limiting value, as the table shows. For real crystals, remember that high-temperature data also contain thermal expansion and other anharmonic effects, and that in a metal the electrons add to the heat capacity and entropy. These must be separated out before a difference between two Debye temperatures is blamed on the shape of the harmonic spectrum.

Calculated quantities

```
spring constant K = 30.0 N/m, mass M = 60.0 u
sqrt(K/M) = 1.7352e+13 rad/s
hbar*sqrt(K/M)/k = 132.54 K
<omega^2> = 4.0000 K/M
<omega^-2> = 0.4199 M/K
<omega^-1> = 0.5784 sqrt(M/K)
<ln(omega/sqrt(K/M))> = 0.6109
<omega> = 1.9283 sqrt(K/M)
sum over branches of <c^-3> = 27.254 (a*sqrt(K/M))^-3
order -3: omega_D = 2.9653 sqrt(K/M), Theta = 393.0 K
order -2: omega_D = 2.6731 sqrt(K/M), Theta = 354.3 K
order -1: omega_D = 2.5934 sqrt(K/M), Theta = 343.7 K
order  0: omega_D = 2.5707 sqrt(K/M), Theta = 340.7 K
order  1: omega_D = 2.5711 sqrt(K/M), Theta = 340.8 K
order  2: omega_D = 2.5820 sqrt(K/M), Theta = 342.2 K
Theta fitted to the heat capacity near T = 0:
  T = 1 K: 392.98 K
  T = 2 K: 392.84 K
  T = 4 K: 392.27 K
shift from Theta(-3), 2 K over 1 K: ratio 4.01
Theta fitted to <u^2> at 5 K: 343.9 K
Theta fitted at T to: heat capacity, entropy, <u^2> (all in K)
  T =   10 K: 388.0, 390.1, 344.4
  T =   20 K: 368.2, 378.7, 346.0
  T =   30 K: 347.6, 361.6, 348.2
  T =   40 K: 339.7, 350.6, 350.1
  T =   80 K: 338.6, 341.1, 353.5
  T =  150 K: 340.8, 340.5, 354.2
  T =  300 K: 341.8, 340.6, 354.3
  T = 1000 K: 342.2, 340.7, 354.3
At 300 K: lattice | Debye model with Theta(-3) | with own order
  <u^2> one axis: 60.184 | 49.313 | 60.182 pm^2
    error with Theta(-3): -18.06 %
  entropy: 30.875 | 27.559 | 30.869 J/(mol K)
    error with Theta(-3): -10.74 %
  heat capacity: 23.396 | 22.927 | 23.393 J/(mol K)
    error with Theta(-3): -2.00 %
  3R - C: 1.5471 | 2.0160 J/(mol K)
    error with Theta(-3): 30.3 %
At 4 K: C lattice = 2.061 mJ/(mol K)
  C with Theta(-2) = 2.797 mJ/(mol K)
  error with Theta(-2): 35.7 %
```
